# Formal potentials of a molecule with two independent redox sites

A dissolved molecule carries two identical sites. Each can exist in an oxidised state O or a reduced state R, linked by

\[
\mathrm{O}+e^-\rightleftharpoons\mathrm{R}.
\]

The state of one site does not change the free energy needed to reduce the other. Solvent, electrolyte and temperature are fixed, and everything is at equilibrium. Chemical analysis distinguishes three species: OO, with no added electron; M, with one added electron on either site; and RR, with two.

The formal potential of a couple is the electrode potential at which the total concentrations of its two members are equal. Activity coefficients in the fixed medium are absorbed in it. All potentials are reduction potentials against one reference electrode, and

\[
V_T=\frac{RT}{F}=\frac{k_BT}{e}
\]

is the thermal voltage, with \(e>0\) the elementary charge.

## (a) One site

**Find the ratio of reduced to oxidised sites at electrode potential \(E\). Allow each state to have several internal levels.**

Let the oxidised site have levels \(\epsilon_i\) and the reduced site levels \(\epsilon_j\). Their partition functions are

\[
Z_O=\sum_{i\in O}e^{-\epsilon_i/k_BT},\qquad
Z_R=\sum_{j\in R}e^{-\epsilon_j/k_BT}.
\]

An electron in an electrode at potential \(E\) has energy \(-eE\), apart from a constant fixed by the reference. Removing it from the electrode therefore costs \(+eE\), and every reduced level gains the factor \(e^{-eE/k_BT}=e^{-E/V_T}\). The ratio is

\[
x\equiv\frac{[\mathrm R]}{[\mathrm O]}=\frac{Z_R}{Z_O}\,e^{-E/V_T}.
\]

The site formal potential \(E_s\) is the value of \(E\) at which \(x=1\):

\[
E_s=V_T\ln\frac{Z_R}{Z_O},\qquad x=e^{-(E-E_s)/V_T}.
\]

Lowering the potential raises \(x\), as it should for a reduction.

Spin degeneracy is already inside \(E_s\). If O is a spin doublet and R a singlet, \(Z_O\) contains a factor 2, which belongs to one site. It is distinct from the number of ways of placing an electron on two sites, which enters next.

## (b) Two sites

**Find the equilibrium fractions of OO, M and RR.**

Because the sites are independent, their energies add and their Boltzmann weights multiply. Relative to OO, the four arrangements have weights

\[
\mathrm{OO}:\mathrm{OR}:\mathrm{RO}:\mathrm{RR}=1:x:x:x^2 .
\]

The species M contains both OR and RO, so its weight is \(2x\). The total weight is \(1+2x+x^2=(1+x)^2\), and the fractions are

\[
p_{OO}=\frac1{(1+x)^2},\qquad
p_M=\frac{2x}{(1+x)^2},\qquad
p_{RR}=\frac{x^2}{(1+x)^2}.
\]

The factor 2 survives when a half-turn of the molecule exchanges the sites. An integral over all orientations then counts each physical arrangement of OO and RR twice, because the half-turn reproduces it. If M is treated as one species, its arrangements are counted once. The corrected weights are \(\tfrac12:x:\tfrac12x^2\), which is again \(1:2x:x^2\). One may count placements or use this symmetry correction, but not both.

## (c) The two formal potentials

**Find the formal potentials \(E_1\) of OO/M and \(E_2\) of M/RR, and their separation. Evaluate them for \(E_s=0.400\) V at 298.15 K.**

For the first couple, equal concentrations require \(1=2x\), so \(x=1/2\). Since \(E=E_s-V_T\ln x\),

\[
E_1=E_s-V_T\ln\tfrac12=E_s+\frac{RT}{F}\ln2 .
\]

For the second couple, \(2x=x^2\). The weight \(x\) is positive, so division by it is allowed and gives \(x=2\):

\[
E_2=E_s-\frac{RT}{F}\ln2 .
\]

Subtraction gives

\[
\boxed{E_1-E_2=\frac{2RT}{F}\ln2=\frac{RT}{F}\ln4 .}
\]

With \(V_T=25.693\) mV, each potential is displaced by \(25.693\times0.6931=17.81\) mV. Thus \(E_1=0.4178\) V, \(E_2=0.3822\) V, and the separation is 35.62 mV, or about 36 mV.

The first electron has two vacant sites to enter, while the reverse step has one electron to remove. This favours M over OO by a factor of 2. In the second step there is one vacancy to fill but there are two electrons that could leave, which disfavours RR by the same factor. No repulsion is involved.

The fractions show the same counting. At \(E_1\), \(x=1/2\) and \((1+x)^2=9/4\), so OO, M and RR have fractions \(4/9\), \(4/9\) and \(1/9\). At \(E_s\) they are \(1/4\), \(1/2\) and \(1/4\). Even at its most abundant, M makes up only half of the molecules, so setting the potential between \(E_1\) and \(E_2\) does not produce a pure mixed species.

The separation is proportional to absolute temperature. A direct sum over two sites, each with four oxidised and three reduced levels, gave 32.63 mV at 273.15 K, 35.62 mV at 298.15 K and 38.60 mV at 323.15 K. These values agree with \(V_T\ln4\): the internal levels move \(E_s\) but cancel from the difference.

## (d) The same result without an electrode

**Relate the separation to the equilibrium constant of \(\mathrm{OO}+\mathrm{RR}\rightleftharpoons2\mathrm M\), and find that constant by counting electron placements.**

At equilibrium both couples have the same electrode potential:

\[
E=E_1+V_T\ln\frac{[\mathrm{OO}]}{[\mathrm M]}
 =E_2+V_T\ln\frac{[\mathrm M]}{[\mathrm{RR}]}.
\]

Moving the logarithms to one side gives

\[
E_1-E_2=V_T\ln K,\qquad
K=\frac{[\mathrm M]^2}{[\mathrm{OO}][\mathrm{RR}]} .
\]

This relation holds with or without interactions between the sites.

Now suppose that a fraction \(f\) of all sites in a large sample is reduced. For independent sites the species fractions are \((1-f)^2\), \(2f(1-f)\) and \(f^2\), so

\[
K=\frac{4f^2(1-f)^2}{(1-f)^2f^2}=4
\]

for any \(0<f<1\). Hence \(E_1-E_2=V_T\ln4\), in agreement with part (c).

The count can also be made for a small sample. Put four electrons on the ten sites of five molecules, and choose an ordered pair of different molecules; there are \(5\times4=20\) such pairs. If the pair holds two electrons, the other two occupy the six remaining sites in \(\binom62=15\) ways. Both members can be M in \(2\times2=4\) ways, while "first OO, second RR" can occur in one way. Summed over all placements, the counts are \(20\times4\times15=1200\) and \(20\times1\times15=300\), with ratio 4. A full enumeration of the placements gave 4.0000.

The reaction has \(\Delta G^\circ=-RT\ln4\) at every temperature. Therefore \(\Delta S^\circ=-d\Delta G^\circ/dT=R\ln4\) and \(\Delta H^\circ=\Delta G^\circ+T\Delta S^\circ=0\). Within this model the separation is entirely entropic.

## (e) What the equilibrium curve looks like

**Find the mean number of added electrons per molecule, and the width of the peak in its derivative. Are two steps visible?**

M contributes one electron and RR two:

\[
\bar n=p_M+2p_{RR}=\frac{2x+2x^2}{(1+x)^2}
=\frac{2x(1+x)}{(1+x)^2}=\frac{2x}{1+x}.
\]

This is twice the Nernst curve of one site. With \(u=(E-E_s)/V_T\), so that \(x=e^{-u}\),

\[
\bar n=\frac2{1+e^u},\qquad
-\frac{d\bar n}{dE}=\frac1{V_T}\frac{2e^u}{(1+e^u)^2}
=\frac1{2V_T\cosh^2(u/2)} .
\]

The last form follows from \(1+e^u=2e^{u/2}\cosh(u/2)\). There is one maximum, at \(u=0\). Half height requires \(\cosh^2(u/2)=2\), hence \(\cosh u=2\cosh^2(u/2)-1=3\) and \(u=\pm\ln(3+2\sqrt2)\). The full width at half height is

\[
2V_T\ln(3+2\sqrt2)=90.58\ \mathrm{mV}.
\]

The 35.62 mV separation is therefore not a distance between visible peaks. For a layer of such molecules that do not interact with one another, fixed to an electrode and swept slowly enough to stay at equilibrium, the faradaic current is proportional to this derivative. It shows one peak with the width of a one-electron site and twice its height. Molecules diffusing to an electrode give a different current curve, which is not derived here.

## (f) When two peaks appear

**For a general value of \(K\), find the separation at which the derivative peak splits.**

Let \(E_m=(E_1+E_2)/2\), \(s=\sqrt K\) and \(y=e^{-(E-E_m)/V_T}\). Since \(E_1-E_m=\tfrac12V_T\ln K\),

\[
\frac{[\mathrm M]}{[\mathrm{OO}]}=e^{-(E-E_1)/V_T}=sy,\qquad
\frac{[\mathrm{RR}]}{[\mathrm M]}=e^{-(E-E_2)/V_T}=\frac ys .
\]

The weights are \(1:sy:y^2\). With \(v=\ln y\),

\[
\bar n-1=\frac{y^2-1}{1+sy+y^2}
=\frac{y-y^{-1}}{s+y+y^{-1}}
=\frac{2\sinh v}{s+2\cosh v}.
\]

Write \(c=\cosh v\ge1\). Differentiating and using \(c^2-\sinh^2v=1\),

\[
\frac{d\bar n}{dv}=\frac{2c(s+2c)-4\sinh^2v}{(s+2c)^2}
=\frac{2sc+4}{(s+2c)^2}\equiv D(c).
\]

Its derivative with respect to \(c\) is

\[
D'(c)=\frac{2s(s+2c)-4(2sc+4)}{(s+2c)^3}
=\frac{2(s^2-2sc-8)}{(s+2c)^3}.
\]

The numerator falls as \(c\) grows. If it is positive at \(c=1\), \(D\) first rises and then falls as one moves away from the midpoint in either direction, which gives two peaks. Otherwise the only peak is at the midpoint. The condition for two peaks is

\[
s^2-2s-8=(s-4)(s+2)>0,
\]

that is, \(s>4\) and \(K>16\). The separation must exceed \(V_T\ln16=71.23\) mV, twice the value for independent identical sites.

In the opposite limit, \(K\to0\), M disappears and \(\bar n-1\to\tanh v\). The derivative is \(1/\cosh^2v\), in which \(v\) replaces the \(u/2\) of part (e). The peak is then half as wide, about 45 mV: the two electrons enter together.

## (g) Departures from the assumptions

**Find the effect on the separation of (i) a repulsion energy \(w\) between two oxidised sites, (ii) a difference \(d\) between the two site potentials, and (iii) a weak electronic coupling \(H\) in M.**

(i) Repulsion multiplies the weight of OO by \(e^{-w/k_BT}\) and leaves the other weights unchanged. Then

\[
K=\frac{(2x)^2}{e^{-w/k_BT}x^2}=4e^{w/k_BT},\qquad
E_1-E_2=V_T\ln4+\frac we .
\]

Here \(w\) is an energy per molecule. OO is easier to reduce, so \(E_1\) rises while \(E_2\) stays fixed. An attraction, \(w<0\), reduces the separation.

(ii) Let the site potentials be \(E_s\pm d/2\). The one-electron weights become \(xe^{\pm d/2V_T}\). Their sum is \(2x\cosh(d/2V_T)\), and their product is still \(x^2\). Thus

\[
E_1-E_2=V_T\ln4+2V_T\ln\cosh\frac d{2V_T}.
\]

The added term is never negative, so identical sites give the smallest separation possible for independent sites. For \(|d|\gg V_T\), \(\ln\cosh(d/2V_T)\to|d|/2V_T-\ln2\), and the separation tends to \(|d|\). The statistical term has gone because one placement then dominates M.

(iii) Describe the solvent by one classical coordinate \(q\). The placements OR and RO have energies \(Lq^2\) and \(L(1-q)^2\), where \(L\) is the reorganisation energy, and \(H\) couples them. At \(q=0\) these energies are 0 and \(L\), and the lower eigenvalue is

\[
\frac L2-\sqrt{\frac{L^2}4+H^2}\simeq-\frac{H^2}L
\qquad(|H|\ll L).
\]

By symmetry the same lowering occurs at \(q=1\). M is thus stabilised by \(H^2/L\). Its weight enters \(K\) squared, so the separation grows by about \(2H^2/(Le)\). This is a leading-order result for \(|H|\ll L\) and \(k_BT\ll L\).

## (h) Two ferrocenyl groups in acetonitrile

**Estimate these corrections for two ferrocenyl groups 2.0 nm apart on a rigid saturated spacer, in acetonitrile with 0.10 mol/L of a 1:1 electrolyte. Take the relative permittivity as 36.**

An oxidised ferrocenyl group carries charge \(+e\) and a reduced one is neutral, so only OO has a direct repulsion between charged sites. Treat the ions as points of number density \(n\) of each sign. Their charge density in a potential \(\phi\), linearised for \(e\phi\ll k_BT\), is

\[
\rho=-2en\sinh\frac{e\phi}{k_BT}\simeq-\frac{2e^2n}{k_BT}\phi .
\]

With \(\varepsilon\) the solvent permittivity, Poisson's equation \(\nabla^2\phi=-\rho/\varepsilon\) becomes \(\nabla^2\phi=\kappa^2\phi\), where \(\kappa^2=2e^2n/(\varepsilon k_BT)\). For a spherical potential this is \((r\phi)''=\kappa^2r\phi\). The decaying solution, with its prefactor fixed by Gauss's law near the charge, is

\[
\phi(r)=\frac e{4\pi\varepsilon r}e^{-\kappa r},\qquad \frac we=\phi(r).
\]

The Debye length \(1/\kappa\) is 0.651 nm. The bare repulsion at 2.0 nm would add 20.0 mV. Screening multiplies this by \(e^{-2.0/0.651}=0.046\), leaving 0.93 mV. At 1.0 nm the bare value doubles to 40 mV and the screening factor is 0.215, leaving 8.6 mV.

An assumed mismatch of 5 mV adds 0.24 mV; in a symmetric molecule this term is zero. An assumed coupling of 5 meV with \(L=1.0\) eV gives \(2(0.005)^2/1.0\) V \(=0.050\) mV. Integration over the solvent coordinate gives 0.053 mV, about 6% more than the estimate. The excess comes from thermal motion, and the leading term accounts for most of it: the gap is \(L(1-2q)\) and \(\langle q^2\rangle\simeq k_BT/2L\), so \(\langle(1-2q)^{-1}\rangle\simeq1+4\langle q^2\rangle=1+2k_BT/L\simeq1.05\).

With these estimates of screened repulsion, mismatch and coupling included, the model separation at 2.0 nm is 36.8 mV, against 35.6 mV for ideal sites.

The permittivity and distance are rough values for this kind of system; \(L\), the mismatch and the coupling are assumptions, not computed properties of a molecule. Both assumed values favour a large coupling term: a two-sphere dielectric estimate of \(L\) for groups of radius 0.35 to 0.45 nm at this distance is 1.3 to 1.8 eV, and 5 meV is generous for a saturated spacer of this length. A larger \(L\) or a smaller \(H\) would make the term smaller still. With the values used here, repulsion is the largest of the three corrections. Its estimate applies the linearised equation even close to the charge, where \(e\phi\) exceeds \(k_BT\), and omits ion size, ion pairing and the volume of the molecule itself, which keeps ions out and has a lower permittivity than the solvent. That volume can raise the repulsion: linearised models that keep ions 0.4 to 0.7 nm from each charge centre give roughly 1 to 2 mV at 2.0 nm and 11 to 25 mV at 1.0 nm, depending on the assumed shape, so the screened values illustrate the effect of the electrolyte but do not predict a measured separation. Without screening, the model would give \(35.6+20.0=55.6\) mV at 2.0 nm, still a single peak, and about 75.6 mV at 1.0 nm, just beyond the splitting threshold, where by part (f) the two maxima lie only about 36 mV apart and the dip between them is under 1% of their height. A flexible spacer that brings the groups together also increases the repulsion.

A measured separation near 36 mV is consistent with independent identical sites but does not prove independence: an attraction can cancel the increase caused by a mismatch. The numerical output lists the values used here.

## Calculated quantities

```
Temperature: 298.15 K
Thermal voltage RT/F: 25.693 mV
Site formal potential Es: 0.4000 V
First formal potential E1: 0.4178 V
Second formal potential E2: 0.3822 V
Shift of each from Es: 17.81 mV
Separation E1 - E2: 35.62 mV
K from random electron placement: 4.0000 (no unit)
Fractions OO, M, RR at E1: 0.4444, 0.4444, 0.1111 (no unit)
Fractions OO, M, RR at Es: 0.2500, 0.5000, 0.2500 (no unit)
Fractions OO, M, RR at E2: 0.1111, 0.4444, 0.4444 (no unit)
Separation at 273.15 K: 32.63 mV
Separation at 298.15 K: 35.62 mV
Separation at 323.15 K: 38.60 mV
Full width of derivative peak: 90.58 mV
Separation where peak splits: 71.23 mV
Peak count, ideal sites: 1
Peak count, w 5% below threshold: 1
Peak count, w 5% above threshold: 2
Site distance: 2.0 nm
Relative permittivity: 36 (no unit)
Electrolyte concentration: 0.10 mol/L
Debye length: 0.651 nm
Added by bare repulsion: 20.00 mV
Added by screened repulsion: 0.93 mV
Shorter site distance: 1.0 nm
Added by screened repulsion there: 8.62 mV
Assumed site mismatch: 5.0 mV
Added by mismatch: 0.243 mV
Assumed electronic coupling H: 5.0 meV
Assumed reorganisation energy L: 1.0 eV
Added by coupling, integral: 0.0531 mV
Added by coupling, 2H^2/(Le): 0.0500 mV
Separation with screened repulsion, mismatch and coupling: 36.84 mV
```
